The optical theorem for Dirac scattering from current conservation

**1. A number to explain**

A Dirac particle of mass m and energy E = 2m scatters from the attractive well

V(r) = −0.8m exp(−r²/a²), a = 1.5/m,

in units ħ = c = 1. These are round model parameters. The scattering amplitude has a part f, which keeps the spin component along the beam, and a part g, which reverses it. Integrated over all angles,

∫|f|² dΩ = 19.833/m², ∫|g|² dΩ = 0.494/m²,

so the total cross section is 20.327/m². Now look at the forward direction alone. There g = 0 and Im f(0) = 2.80172/m. With k = √3 m = 1.73205m,

(4π/k) Im f(0) = 7.25520 × 2.80172/m² = 20.327/m².

The forward non-flip amplitude has counted the flipped particles too, although none are flipped in that direction. Current conservation explains why.

The numbers come from integrating the radial Dirac equations with an adaptive Runge–Kutta method out to R = 9/m, where V has fallen to e⁻³⁶ of its central value, and matching to free spherical waves for orbital numbers l up to 16. Angular integrals are done by Gauss–Legendre quadrature.

**2. The scattering state**

The stationary equation is

(−iα·∇ + βm + V)ψ = Eψ, E > m, k² = E² − m².

V is central, bounded and, for now, real. It is taken to vanish beyond a radius R. In the standard representation α has σ in its off-diagonal blocks and β = diag(1, −1). Write ψ = (φ, ξ), with two components each. Where V = 0, the lower row reads σ·p φ − mξ = Eξ, so

ξ = σ·p φ/(E + m).

A plane wave along a unit vector k̂ therefore has the spinor

u(k̂, η) = (η, λ σ·k̂ η), λ = k/(E + m),

where η is the spin state in the particle's rest frame.

Outside R every component of ψ also obeys the Helmholtz equation, because (α·p + βm)² = p² + m². The outgoing upper part is thus (angular function) × e^{ikr}/r plus terms of order 1/r². Acting on it with σ·p gives kσ·r̂ at leading order. For a beam along ẑ with spin χ, χ†χ = 1,

ψ → u(ẑ, χ)e^{ikz} + u(r̂, Fχ)e^{ikr}/r. (1)

The equation is linear, so F is a 2×2 matrix depending on direction. Any such matrix is a number plus b·σ. Rotation invariance requires b to be built from ẑ and r̂. Parity leaves σ unchanged and reverses both of these vectors, so b must be along ẑ×r̂. Hence

F = f(θ) + i g(θ)σₙ, σₙ = σ·n̂, n̂ = ẑ×r̂/sin θ. (2)

Since n̂ = (−sin φ, cos φ, 0), where φ as an angle is the azimuth, the matrix in the basis of spin up and down along the beam is

F = [ f, g e^{−iφ} ; −g e^{iφ}, f ].

This is the sense in which f is the non-flip and g the flip amplitude. The names depend on the axis: for spin along n̂, σₙ is diagonal and g flips nothing.

**3. The conserved current**

Rearranging the Dirac equation, and taking its adjoint with V possibly complex,

α·∇ψ = i(E − V − βm)ψ,
(∇ψ†)·α = −iψ†(E − V* − βm).

Multiply the first by ψ† from the left, the second by ψ from the right, and add. The terms in E and βm cancel:

∇·j = −i(V − V*)ψ†ψ = 2 Im V ψ†ψ, j = ψ†αψ. (3)

For real V the flux of j through every sphere about the origin is zero. With σ_r = σ·r̂, the radial current is

j_r = φ†σ_r ξ + ξ†σ_r φ.

Write ψ = ψᵢ + ψₛ for the incident and scattered waves in (1). The flux then has three parts.

Incident part. Here ξ = λσ_z φ, and

j_r = λχ†(σ_r σ_z + σ_z σ_r)χ = 2λ cos θ.

Its integral over the sphere vanishes: what enters leaves. Along the beam the current density is 2λ. The density u†u is 1 + λ² = 2E/(E + m), so the ratio is k/E, the particle velocity, as it should be.

Scattered part. Here ξ = λσ_r φ at leading order and σ_r² = 1, so j_r = 2λ(Fχ)†(Fχ)/r². The flux is

Jₛ = 2λ ∫χ†F†Fχ dΩ = 2λσ_el, (4)

because a cross section is outgoing flux divided by incident current density.

Inserting (2) in (4),

F†F = (f* − i g*σₙ)(f + i gσₙ) = |f|² + |g|² − 2 Im(f*g)σₙ.

The last term makes a transversely polarized beam scatter unequally to the two sides. The average of n̂ over φ is zero, so it drops out of the total:

σ_el = ∫(|f|² + |g|²)dΩ. (5)

**4. The interference flux**

The cross terms are complex conjugates of each other and give 2 Re ψᵢ†α_rψₛ. For the spinors,

u†(ẑ, χ)α_r u(r̂, η) = χ†σ_r(λσ_r η) + (λσ_zχ)†σ_r η = λχ†(1 + σ_zσ_r)η.

With μ = cos θ, z = rμ, and a factor r² from the area against 1/r from the wave,

J_int = 2λ Re r∫dΩ e^{ikr(1−μ)} χ†(1 + σ_zσ_r)Fχ. (6)

The product rule for Pauli matrices gives

σ_zσ_r = ẑ·r̂ + iσ·(ẑ×r̂) = cos θ + i sin θ σₙ.

Multiplying by F and using σₙ² = 1,

(1 + cos θ + i sin θ σₙ)(f + i gσₙ)
= (1 + cos θ)f − sin θ g + iσₙ[(1 + cos θ)g + sin θ f].

The φ integral removes the bracket multiplying σₙ and gives 2π for the rest. What remains is

J_int = 4πλ Re r∫₋₁¹ e^{ikr(1−μ)}h(μ)dμ,
h = (1 + μ)f − sin θ g. (7)

At large r the exponential oscillates rapidly in μ. Its derivative is −ikr times itself, so one integration by parts gives

∫₋₁¹ e^{ikr(1−μ)}h dμ = (i/kr)[h(1) − e^{2ikr}h(−1)] − (i/kr)∫₋₁¹ e^{ikr(1−μ)}h′dμ. (8)

The last integral is itself of order 1/r, as a second integration by parts shows, so the last term is of order 1/r². This uses smoothness of h in μ. Section 6 shows that g is sin θ times a function smooth in μ, so sin θ g is smooth as well.

At the backward end both terms of h vanish, through 1 + μ and sin θ. At the forward end h(1) = 2f(0). Therefore

J_int → 4πλ Re[r(i/kr)2f(0)] = (8πλ/k)Re[i f(0)] = −(8πλ/k)Im f(0). (9)

The terms of order 1/r² dropped from ψₛ do not alter this limit. The area factor r² cancels their 1/r², and the oscillating angular integral supplies a further 1/r.

For real V the three parts add to zero:

0 = 2λσ_el − (8πλ/k)Im f(0),

σ_el = (4π/k)Im f(0). (10)

This is the optical theorem. The factor λ, which carries the relativistic spinor structure, has cancelled. The minus sign in (9) is the shadow: interference behind the target removes from the beam the current that reappears in all directions as scattered particles, flipped or not.

**5. How the flip amplitude leaves the balance**

In (7) g carries the factor sin θ, and g is itself proportional to sin θ. Write g = sin θ G(μ). Its part of h is

h_g = −(1 − μ²)G, h_g′ = 2μG − (1 − μ²)G′.

Since h_g is zero at both ends, the leading contribution comes from the last term of (8). Integrating that by parts once more gives (1/kr)²[h_g′(1) − e^{2ikr}h_g′(−1)], and hence

J_g ≈ (8πλ/k²r) Re[G(1) + e^{2ikr}G(−1)]. (11)

It dies as 1/r. Evaluating (7) numerically for the well of section 1 gives, in units of 1/m²,

kr = 60π: from f −22.573, from g −0.0492;
kr = 600π: from f −23.382, from g −0.00486.

The limit (9) is −23.472. Both radii have e^{2ikr} = 1, so the oscillating term of (11) has the same phase at each, and the tenfold increase of r reduces the g part by a factor 10.1. The f part also approaches its limit as 1/r: its deviation falls from 3.8% to 0.38% of the limit.

That slow approach belongs to the leading form (1), not to the physical flux. Outside R, ψᵢ and ψₛ separately obey the free equation, and the argument of section 3 applied to the pair gives

∇·(ψᵢ†αψₛ) = −iψᵢ†(E − βm)ψₛ + iψᵢ†(E − βm)ψₛ = 0.

The interference flux of the full waves is therefore the same through every sphere beyond R. Summing the complete four-component partial waves, with their full radial functions, gives −23.4717/m² at both r = 10/m and r = 14/m. The scattered flux is +23.4717/m² at both. The terms omitted in (1) make up the difference at finite r.

**6. Why g vanishes at zero angle**

Symmetry gives the reason without solving for g. A rotation about the beam leaves both ẑ and the forward direction in place, so F(0) must commute with σ_z:

F(0) = A + Bσ_z.

This already forbids a flip. A flip changes the spin projection by one unit, while motion along ẑ has no orbital angular momentum about ẑ to compensate. In the matrix of section 2, the entry g e^{−iφ} would otherwise keep a dependence on φ at θ = 0, where φ has no meaning.

Parity removes B. The reflection y → −y is parity followed by a half turn about the y axis. On the upper components parity acts as +1 and the half turn as −iσ_y. F(0) must then commute with σ_y. But σ_yσ_zσ_y = −σ_z, so B = 0 and F(0) = f(0).

The partial waves show how fast g vanishes. The upper part of the incident wave is

e^{ikz}χ = Σ_l i^l(2l + 1)j_l(kr)P_l(cos θ)χ.

For l ≥ 1 the operator σ·L has eigenvalue l when j = l + ½ and −(l + 1) when j = l − ½. The corresponding projectors are

Π₊ = (l + 1 + σ·L)/(2l + 1), Π₋ = (l − σ·L)/(2l + 1).

For l = 0 only j = ½ exists, and Π₊ = 1. A central V conserves j and parity, hence also the l of the upper components, so it can only multiply the outgoing wave of each channel by a number S±. At large r,

j_l → [(−i)^l e^{ikr} − i^l e^{−ikr}]/(2ikr).

The added outgoing wave is (S± − 1)(−i)^l e^{ikr}/(2ikr). The factor i^l cancels (−i)^l, and

F = Σ_l(2l + 1)(t₊Π₊ + t₋Π₋)P_l, t± = (S± − 1)/(2ik).

For σ·L use L = −i r×∇. The gradient of P_l(cos θ) is −θ̂ sin θ P_l′/r, where the prime is a derivative in μ, and r̂×θ̂ = n̂. Thus

σ·L P_l = i sin θ P_l′σₙ.

Comparing with (2),

f = Σ_l[(l + 1)t₊ + l t₋]P_l,
g = sin θ Σ_l(t₊ − t₋)P_l′. (12)

For a finite-range V these sums converge rapidly, so G is smooth and g falls linearly with θ. The example has |g| = 0.02235/m at 1° and 0.2114/m at 10°. Dividing by sin θ gives 1.281/m and 1.217/m, nearly constant. Meanwhile |f| goes only from 4.816/m to 4.549/m.

**7. Where the flipped particles are counted**

Equation (12) also shows how f(0) contains the |g|² part of the cross section. Different l do not mix in (5), since

∫P_l²dμ = 2/(2l + 1), ∫(1 − μ²)P_l′²dμ = 2l(l + 1)/(2l + 1),

and the corresponding integrals for unequal l vanish. The second result follows from the first by parts and Legendre's equation. For each l, the cross section therefore contains 4π/(2l + 1) times

|(l + 1)t₊ + l t₋|² + l(l + 1)|t₊ − t₋|²
= (2l + 1)[(l + 1)|t₊|² + l|t₋|²].

The first square is from f and the second from g. Their cross terms in t₊ and t₋ are equal and opposite. Without g the sum would not separate into channels. With it,

σ_el = 4πΣ_l[(l + 1)|t₊|² + l|t₋|²]. (13)

For real V the flux in each channel is conserved, so S = e^{2iδ}, t = e^{iδ}sin δ/k and Im t = k|t|². Put this in (13). Since P_l(1) = 1, the result is (4π/k)Im f(0) again.

The computed phase shifts, in radians and modulo π, are

l = 0: j = 1/2, δ = 1.1275;
l = 1: j = 1/2, δ = 1.0515; j = 3/2, δ = 0.8853;
l = 2: j = 3/2, δ = 0.7217; j = 5/2, δ = 0.4973.

The splitting at equal l is what makes g nonzero. With weights l + 1 or l, these channels give

(4π/k²)(0.816 + 0.754 + 1.198 + 0.873 + 0.683) = 4.189 × 4.324/m² = 18.11/m²,

or 89% of the total. The rest comes from l ≥ 3.

**8. Absorption**

Let Im V ≤ 0, as in a model where particles are lost to channels not described. Integrating (3) over the sphere gives a net inward flux. Dividing its size by the incident current density 2λ defines

σ_abs = −(1/λ)∫Im V ψ†ψ d³r.

The balance becomes −2λσ_abs = 2λσ_el − (8πλ/k)Im f(0), so

σ_el + σ_abs = (4π/k)Im f(0). (14)

Change the strength of the well from 0.8m to (0.8 + 0.2i)m, which makes Im V = −0.2m exp(−r²/a²). The scattered and interference fluxes are now

16.5464 − 26.4477 = −9.9013 (1/m²).

Dividing the loss by 2λ = 1.1547 gives 8.575/m². The integral of −Im V ψ†ψ/λ over the interior solution gives the same σ_abs = 8.575/m². With σ_el = 14.330/m² the total is 22.904/m², and 7.25520 × 3.15696/m² = 22.904/m² from the forward amplitude.

For an electron mass the totals are about 3.03×10⁴ barn for the real well and 3.42×10⁴ barn for the absorbing one.

**9. Weak potentials and two limits**

Apply E + α·p + βm to (E − α·p − βm)ψ = Vψ. This gives

(∇² + k²)ψ = (E + α·p + βm)Vψ.

The outgoing Green function of ∇² + k² is −e^{ikr}/(4πr). Far away p acts as k r̂, and the upper row of the operator is (E + m)(1, λσ_r). To first order ψ on the right is the incident wave, so

F = −(E + m)Ṽ(q)(1 + λ²σ_rσ_z)/(4π), Ṽ(q) = ∫e^{−iq·r}V d³r,

where q = k(r̂ − ẑ). The order of the Pauli matrices is opposite to that in section 4, so σ_rσ_z = cos θ − i sin θ σₙ and

f = −(E + m)Ṽ(1 + λ² cos θ)/(4π),
g = (E + m)Ṽλ² sin θ/(4π). (15)

Both are real, yet the cross section is positive. There is no conflict: σ_el is of second order in V, so Im f(0) must begin at second order, with the value kσ_Born/(4π). For the same well with strength 0.001m, the partial waves give Im f(0) = 4.338×10⁻⁶/m, against 4.336×10⁻⁶/m from the Born cross section. At 60° they give g = −2.3965×10⁻⁴/m, against −2.3958×10⁻⁴/m from (15).

At low speed λ → 0, and g/f in (15) vanishes as λ². The theorem then reduces to its spinless form. At very high energy λ → 1, and |g/f| → tan(θ/2) at any fixed θ < π. At wide angles the flip amplitude is then comparable to f or larger, although for a smooth well both are small there. The limit is not uniform near θ = π. For finite E, g vanishes at θ = π while f keeps the factor 1 − λ² = 2m/(E + m). At E = 20m, (15) gives |g/f| = 1.44 at 170°, where tan(θ/2) = 11.4. Forward it is still zero. Its meaning is simple in this limit, since

σ_r(1 + σ_rσ_z) = σ_z + σ_r = (1 + σ_rσ_z)σ_z.

A spin along the incident direction comes out along the scattered direction: helicity is kept, and the spin component along the fixed beam axis changes because the momentum has turned.

**10. Conditions**

Parity ensures that f(0) alone appears for every beam spin. The flux argument does not need it. Suppose the Hermitian, rotation-invariant term w(r)γ₅ is present, where γ₅ exchanges upper and lower components. To first order its forward spin factor is

(1, λσ_z)γ₅(1, λσ_z)ᵀ = 2λσ_z,

which is 1.155σ_z at E = 2m. The forward amplitude is then A + Bσ_z. Since 1 + σ_zσ_r is 2 forward and 0 backward, (6) gives

σ_tot(χ) = (4π/k)Im χ†F(0)χ,

and the total may depend on the beam's helicity. There is still no forward flip.

V need not vanish strictly beyond R (the Gaussian well of section 1 does not), but it must fall off fast enough, and a Coulomb tail does not. For a Coulomb tail Ṽ grows as 1/q² towards q = 0, so the forward amplitude in (15) diverges and the total cross section is infinite. The tail also distorts the incident wave at every distance, so (1) does not hold. Neither side of (10) is then defined.
